# Noise of a reversal-curve density from quadratic fits on a square grid: a numerical check

```python
# Result under test: noise of a reversal-curve density obtained from quadratic fits.
#   density = -(1/2) d2P/(dEr dE), fitted on a (2n+1) x (2n+1) window of spacing h
#   independent reading errors s give  sd = 3 s / (2 h^2 n (n+1) (2n+1)),
#   nearly an inverse cube in m = n + 1/2.
# P: polarization (uC/cm2); Er: reversal field, E: reading field (MV/cm);
# density unit: uC/cm2 per (MV/cm)^2, printed as "D".
import numpy as np
from scipy import constants
from scipy.stats import norm

rng = np.random.default_rng(12345)

# Rough values in the regime of a 10 nm hafnium-zirconium oxide capacitor
P_sat = 20.0          # uC/cm2
E_c = 1.0             # MV/cm
width = 0.35          # MV/cm, standard deviation of both switching fields
h = 0.05              # MV/cm
s_read = 0.3          # uC/cm2, independent error of each reading
q_step = 0.1          # uC/cm2, independent charge error added per field step
gain_sd = 0.002       # relative gain scatter from curve to curve
jitter = 0.002        # MV/cm, independent field error of each reading
drift = 0.0125        # coercive-field shift per unit of reversal field
thickness_nm = 10.0
side_um = 50.0
permittivity = 30.0
temperature = 300.0   # K
breakdown = 4.0       # MV/cm, rough


def polarization(Er, E):
    """Reversal curves of relays with independent Gaussian switching fields."""
    still_down = norm.sf(Er, -E_c, width) * norm.sf(E, E_c, width)
    return P_sat * (1 - 2 * still_down)


def true_density(Er, E):
    return P_sat * norm.pdf(Er, -E_c, width) * norm.pdf(E, E_c, width)


def window(n):
    k = np.arange(-n, n + 1)
    return np.meshgrid(k, k, indexing="ij")   # first index: Er, second: E


def design(i, j):
    i, j = i.ravel().astype(float), j.ravel().astype(float)
    return np.column_stack([np.ones_like(i), i, j, i**2, j**2, i * j])


def fit_weights(n, step):
    """Weights of the readings in the density, from the full six-term fit."""
    i, j = window(n)
    row = np.linalg.pinv(design(i, j))[5]
    return (-row / (2 * step**2)).reshape(i.shape)


def fitted_density(func, Er, E, n, step):
    i, j = window(n)
    return np.sum(fit_weights(n, step) * func(Er + i * step, E + j * step))


def sd_formula(n, s, step):
    return 3 * s / (2 * step**2 * n * (n + 1) * (2 * n + 1))


def sd_fit(n, s, step):
    return s * np.linalg.norm(fit_weights(n, step))


def sd_accumulated(n, q, step, earlier_steps=7):
    """Each curve's reading error is the running sum of its step errors."""
    size = 2 * n + 1
    running_sum = np.tril(np.ones((size, size + earlier_steps)), earlier_steps)
    return q * np.linalg.norm(fit_weights(n, step) @ running_sum)


def sd_gain(n, g, step):
    i, j = window(n)
    p = polarization(-E_c + i * step, E_c + j * step)
    return g * np.linalg.norm(np.sum(fit_weights(n, step) * p, axis=1))


# Polarization function against a stepped ensemble of relays
count = 400000
up = rng.normal(E_c, width, count)
down = rng.normal(-E_c, width, count)
inadmissible = norm.cdf(-2 * E_c / (np.sqrt(2) * width))
keep = up > down
up, down = up[keep], down[keep]
for Er, E in [(-1.0, 1.0), (-0.8, 0.7), (-1.3, 1.2)]:
    state = np.ones(up.size)
    path = np.concatenate([np.linspace(3, Er, 50), np.linspace(Er, E, 50)])
    for field in path:
        state[field >= up] = 1
        state[field <= down] = -1
    # five standard errors of the ensemble mean
    assert abs(P_sat * state.mean() - polarization(Er, E)) < 5 * P_sat / np.sqrt(count)

# Noise laws against the full least-squares fit
for n in range(1, 9):
    m = n + 0.5
    assert np.isclose(sd_fit(n, s_read, h), sd_formula(n, s_read, h), rtol=1e-9)
    cube = 3 * s_read / (4 * h**2 * m**3)
    assert np.isclose(sd_fit(n, s_read, h), cube / (1 - 1 / (4 * m**2)), rtol=1e-9)
    s_equiv = q_step * np.sqrt((2 * n**2 + 2 * n + 1) / 5)
    assert np.isclose(sd_accumulated(n, q_step, h), sd_formula(n, s_equiv, h), rtol=1e-9)


def power(func, n1, n2, shift):
    return np.log(func(n2, 1.0, h) / func(n1, 1.0, h)) / np.log((n2 + shift) / (n1 + shift))


power_white = power(sd_fit, 20, 40, 0.5)
power_walk = power(sd_accumulated, 20, 40, 0.5)
power_gain = power(lambda n, g, st: sd_gain(n, g, 1e-3), 10, 20, 0.5)
assert abs(power_white + 3) < 0.01
assert abs(power_walk + 2) < 0.01
assert abs(power_gain + 1.5) < 0.02

# Random trials: refit noisy windows; compare also the four-corner difference
trials = 20000
trial_sd = {}
corner_sd = {}
for n in (1, 2, 4):
    i, j = window(n)
    clean = polarization(-E_c + i * h, E_c + j * h)
    noisy = clean + rng.normal(0, s_read, (trials,) + clean.shape)
    coef = np.linalg.lstsq(design(i, j), noisy.reshape(trials, -1).T, rcond=None)[0]
    trial_sd[n] = np.std(-coef[5] / (2 * h**2))
    corner = noisy[:, -1, -1] - noisy[:, -1, 0] - noisy[:, 0, -1] + noisy[:, 0, 0]
    corner_sd[n] = np.std(-corner / (8 * n**2 * h**2))
    # sampling error of a standard deviation here is 0.5 percent
    assert abs(trial_sd[n] / sd_formula(n, s_read, h) - 1) < 0.025
    assert abs(corner_sd[n] / (s_read / (4 * n**2 * h**2)) - 1) < 0.025

# Smoothing bias, gain scatter and drift: leading formulas on a fine grid
peak = true_density(-E_c, E_c)
fine = 0.005
d = 1e-3
slope = (polarization(-E_c, E_c + d) - polarization(-E_c, E_c - d)) / (2 * d)
for n in (2, 4):
    bias = fitted_density(polarization, -E_c, E_c, n, fine) - peak
    laplacian = -2 * peak / width**2
    assert np.isclose(bias, fine**2 * (3 * n**2 + 3 * n - 1) / 30 * laplacian, rtol=0.02)
    s2 = np.sum(np.arange(-n, n + 1) ** 2)
    assert np.isclose(sd_gain(n, gain_sd, fine), gain_sd * slope / (2 * fine * np.sqrt(s2)), rtol=0.01)


def drifted(Er, E):
    return polarization(Er, E - drift * (Er + E_c))


def drift_error(n, step):
    flank = E_c + width
    return (fitted_density(drifted, -E_c, flank, n, step)
            - fitted_density(polarization, -E_c, flank, n, step))


flank = E_c + width
curvature = (polarization(-E_c, flank + d) - 2 * polarization(-E_c, flank)
             + polarization(-E_c, flank - d)) / d**2
assert np.isclose(drift_error(4, fine), 0.5 * drift * curvature, rtol=0.02)


# History-free leakage and linear dielectric charge leave the density unchanged
def with_leakage(Er, E):
    return polarization(Er, E) + 2 * (np.sinh(2 * E) - np.sinh(2 * Er)) + 3 * E


for n in (1, 4):
    plain = fitted_density(polarization, -E_c, E_c, n, h)
    assert np.isclose(fitted_density(with_leakage, -E_c, E_c, n, h), plain, rtol=1e-8)

# Window needed for noise below five percent of the peak
target = 0.05 * peak
m_needed = (3 * s_read / (4 * h**2 * target)) ** (1 / 3)
n_use = int(np.ceil(m_needed - 0.5))
assert sd_fit(n_use, s_read, h) < target < sd_fit(n_use - 1, s_read, h)

# Window centred on the diagonal: only readings with E >= Er exist
i, j = window(n_use)
exists = j >= i
cut_row = np.linalg.pinv(design(i[exists], j[exists]))[5]
cut_factor = np.linalg.norm(cut_row) / (2 * h**2) / np.linalg.norm(fit_weights(n_use, h))
assert cut_factor > 1

area_m2 = (side_um * 1e-6) ** 2
capacitance = permittivity * constants.epsilon_0 * area_m2 / (thickness_nm * 1e-9)
thermal = 100 * np.sqrt(constants.k * temperature * capacitance) / area_m2  # uC/cm2
read_charge_pC = s_read * 0.01 * area_m2 * 1e12

print("D = uC/cm2 per (MV/cm)^2")
print(f"saturation polarization {P_sat:.1f} uC/cm2")
print(f"mean coercive field {E_c:.2f} MV/cm, width {width:.2f} MV/cm")
print(f"grid step {h:.3f} MV/cm = {h * thickness_nm * 0.1:.3f} V on {thickness_nm:.0f} nm")
print(f"reading noise {s_read:.2f} uC/cm2 = {read_charge_pC:.2f} pC, side {side_um:.0f} um")
print(f"fraction of inadmissible relays {inadmissible:.1e}")
print(f"peak density {peak:.2f} D")
print("n, noise sd (D), bias at peak (D), total rms error (D)")
totals = {}
for n in range(1, 7):
    bias = fitted_density(polarization, -E_c, E_c, n, h) - peak
    noise = sd_fit(n, s_read, h)
    totals[n] = np.hypot(noise, bias)
    print(f"  {n}  {noise:.3f}  {bias:.3f}  {totals[n]:.3f}")
best = min(totals, key=totals.get)
assert 1 < best < 6
print(f"window of least total error at peak: n = {best}")
for n in trial_sd:
    print(f"random trials n={n}: fit sd {trial_sd[n]:.3f} D, four-corner sd {corner_sd[n]:.3f} D")
print(f"apparent power from n=2 to 4, in n: {power(sd_fit, 2, 4, 0):.3f}")
print(f"apparent power from n=2 to 4, in n+1/2: {power(sd_fit, 2, 4, 0.5):.3f}")
print(f"power in n+1/2, n=20 to 40, independent noise: {power_white:.4f}")
print(f"power in n+1/2, n=20 to 40, accumulated noise: {power_walk:.4f}")
print(f"power in n+1/2, n=10 to 20, gain scatter: {power_gain:.4f}")
print(f"target noise {target:.3f} D, needed n+1/2 = {m_needed:.3f}, so n = {n_use}")
cube_use = 3 * s_read / (4 * h**2 * (n_use + 0.5) ** 3)
print(f"inverse-cube estimate at n={n_use}: {cube_use:.4f} D")
print(f"full formula at n={n_use}: {sd_formula(n_use, s_read, h):.4f} D")
print(f"Neglected effects at n = {n_use}:")
walk = sd_accumulated(n_use, q_step, h)
gain = sd_gain(n_use, gain_sd, h)
i, j = window(n_use)
Er_w, E_w = -E_c + i * h, E_c + j * h
slopes = (polarization(Er_w, E_w + d) - polarization(Er_w, E_w - d)) / (2 * d)
jit = jitter * np.linalg.norm(fit_weights(n_use, h) * slopes)
print(f"accumulated charge, {q_step:.2f} uC/cm2 per step: {walk:.3f} D")
print(f"gain scatter {100 * gain_sd:.2f} percent: {gain:.3f} D")
print(f"slope dP/dE at peak {slope:.2f} uC/cm2 per MV/cm")
print(f"field jitter {jitter:.4f} MV/cm: {jit:.3f} D")
all_noise = np.sqrt(sd_fit(n_use, s_read, h)**2 + walk**2 + gain**2 + jit**2)
print(f"all random errors together: {all_noise:.3f} D")
print(f"coercive drift {drift:.4f} per unit Er, at E = {flank:.2f} MV/cm: {drift_error(n_use, h):.3f} D")
print(f"noise factor for window centred on E = Er: {cut_factor:.2f}")
print(f"thermal charge noise at {temperature:.0f} K, permittivity {permittivity:.0f}: {thermal:.1e} uC/cm2")
print(f"saturating field (mean + 4 widths) {E_c + 4 * width:.2f} MV/cm")
print(f"rough breakdown field {breakdown:.1f} MV/cm, ratio {(E_c + 4 * width) / breakdown:.2f}")
assert E_c + 4 * width < breakdown
print("every check passed")
```

Running it gives:

```
D = uC/cm2 per (MV/cm)^2
saturation polarization 20.0 uC/cm2
mean coercive field 1.00 MV/cm, width 0.35 MV/cm
grid step 0.050 MV/cm = 0.050 V on 10 nm
reading noise 0.30 uC/cm2 = 7.50 pC, side 50 um
fraction of inadmissible relays 2.7e-05
peak density 25.98 D
n, noise sd (D), bias at peak (D), total rms error (D)
  1  30.000  -0.176  30.001
  2  6.000  -0.591  6.029
  3  2.143  -1.193  2.453
  4  1.000  -1.962  2.202
  5  0.545  -2.871  2.922
  6  0.330  -3.891  3.905
window of least total error at peak: n = 4
random trials n=1: fit sd 29.907 D, four-corner sd 29.907 D
random trials n=2: fit sd 6.039 D, four-corner sd 7.545 D
random trials n=4: fit sd 0.994 D, four-corner sd 1.892 D
apparent power from n=2 to 4, in n: -2.585
apparent power from n=2 to 4, in n+1/2: -3.048
power in n+1/2, n=20 to 40, independent noise: -3.0007
power in n+1/2, n=20 to 40, accumulated noise: -2.0010
power in n+1/2, n=10 to 20, gain scatter: -1.5009
target noise 1.299 D, needed n+1/2 = 4.107, so n = 4
inverse-cube estimate at n=4: 0.9877 D
full formula at n=4: 1.0000 D
Neglected effects at n = 4:
accumulated charge, 0.10 uC/cm2 per step: 0.955 D
gain scatter 0.20 percent: 0.060 D
slope dP/dE at peak 22.80 uC/cm2 per MV/cm
field jitter 0.0020 MV/cm: 0.144 D
all random errors together: 1.391 D
coercive drift 0.0125 per unit Er, at E = 1.35 MV/cm: -0.228 D
noise factor for window centred on E = Er: 3.95
thermal charge noise at 300 K, permittivity 30: 2.1e-05 uC/cm2
saturating field (mean + 4 widths) 2.40 MV/cm
rough breakdown field 4.0 MV/cm, ratio 0.60
every check passed
```
